**Threshold exponents for photodetachment of H⁻ and F⁻**

The program tests $\sigma_l\to C_l\varepsilon^{l+1/2}$, where $\varepsilon$ is the excess energy, $l$ the outgoing electron's orbital momentum and $C_l$ a coefficient found from the zero-energy wave. It compares this formula with full finite-energy waves in screened-Coulomb models of the two ions. It asserts the angular sums, the zero-range integral and sum rule, the threshold exponents, mesh convergence and the survival of the leading exponent under a polarization tail. It also asserts an exponent of −1/2 for an s state at zero energy and a nearly flat onset for neutral hydrogen. At 0.1 meV the computed exponents are 1.4996 for H⁻ and 0.4999 for F⁻. At 100 meV they have fallen to 1.154 and 0.441, which shows the limited range of the law. The absolute cross sections are model estimates, and the output sizes the effects of polarization, relaxation, fine structure and a static field.

## Numerical check

```python
"""Wigner threshold law for photodetachment of a negative ion.

Result under test: the partial cross section for an outgoing electron of orbital
momentum l and excess energy eps = k^2/2 tends to C_l * eps**(l + 1/2), with C_l
given by the zero-energy wave alone. H- (1s -> p): 3/2. F- (2p -> s, d): 1/2.
Atomic units inside; energies enter and leave in eV, cross sections in cm^2.
Symbols: u_b bound radial function, phi regular continuum solution ~ r^(l+1),
A, B its coefficients on the regular and irregular free waves, D screening length.
The model ions have V(r) = -(Z/r) exp(-r/D), with D tuned to the affinity.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, spherical_yn
from sympy.physics.wigner import gaunt
from pyscf import gto, scf

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = 100 * const.physical_constants["Bohr radius"][0]
FIELD_AU = const.physical_constants["atomic unit of electric field"][0]
ALPHA = const.fine_structure
CM2 = BOHR_CM**2
R_MIN, R_MAX = 1e-5, 300.0
ODD_FACTORIAL = {-1: 1, 1: 1, 3: 3, 5: 15}
BASE_EV = np.array([1e-4, 1e-3, 1e-2, 1e-1])
SPREAD = 0.01


def cross_section(omega, radial_sq, n_el, l_b, l):
    """Cross section in bohr^2 for energy-normalized final states."""
    return (4 * np.pi**2 * ALPHA * omega * n_el * max(l, l_b)
            / (3 * (2 * l_b + 1)) * radial_sq)


def numerov(f, h, first, second):
    """Solve y'' = f y on an even mesh; columns are separate energies."""
    w = 1 - h * h * f / 12
    y = np.empty_like(f)
    y[0], y[1] = first, second
    for n in range(1, len(f) - 1):
        y[n + 1] = ((12 - 10 * w[n]) * y[n] - w[n - 1] * y[n - 1]) / w[n + 1]
    return y


def origin_values(r, v, l):
    """First two values of phi/sqrt(r) for a potential -Z/r near r = 0."""
    charge = -v[0] * r[0]
    return r[:2]**(l + 0.5) * (1 - charge * r[:2] / (l + 1))


def bound_state(r, h, v, l, energy, r_match):
    """Return the matching defect and the normalized radial function."""
    f = (l + 0.5)**2 + 2 * r * r * (v - energy)
    m = int(np.searchsorted(r, r_match))
    out = numerov(f[:m + 2], h, *origin_values(r, v, l))
    inner = numerov(f[m:][::-1], h, 0.0, 1e-120)[::-1]
    inner = inner / np.max(np.abs(inner))
    defect = out[m] * inner[1] - out[m + 1] * inner[0]
    y = np.concatenate([out[:m], inner * out[m] / inner[0]])
    u = np.sqrt(r) * y
    return defect, u / np.sqrt(np.sum(u * u * r) * h)


def free_waves(k, l, radius):
    """Regular and irregular free solutions with finite limits at k = 0."""
    if k == 0:
        return (radius**(l + 1) / ODD_FACTORIAL[2 * l + 1],
                ODD_FACTORIAL[2 * l - 1] * radius**(-l))
    x = k * radius
    return (k**(-l - 1) * x * spherical_jn(l, x),
            -k**l * x * spherical_yn(l, x))


def continuum(r, h, v, l, eps, u_b):
    """Dipole integral with phi, and the coefficients A, B, at each energy."""
    f = ((l + 0.5)**2 + 2 * r * r * v)[:, None] - 2 * (r * r)[:, None] * eps
    start = origin_values(r, v, l)
    phi = np.sqrt(r)[:, None] * numerov(f, h, start[0], start[1])
    integral = (u_b * r * r) @ phi * h
    i, j = len(r) - 1, len(r) - 1 - int(round(0.02 / h))
    a, b = np.empty(len(eps)), np.empty(len(eps))
    for q, k in enumerate(np.sqrt(2 * eps)):
        reg_i, irr_i = free_waves(k, l, r[i])
        reg_j, irr_j = free_waves(k, l, r[j])
        det = reg_i * irr_j - reg_j * irr_i
        a[q] = (phi[i, q] * irr_j - phi[j, q] * irr_i) / det
        b[q] = (reg_i * phi[j, q] - reg_j * phi[i, q]) / det
    return integral, a, b


def radial_square(k, l, integral, a, b):
    """Squared dipole integral with the energy-normalized wave."""
    return (2 / (np.pi * k) * integral**2
            / (a**2 * k**(-2 * l - 2) + b**2 * k**(2 * l)))


def local_exponent(values):
    """Logarithmic slope from values at eps*(1-SPREAD), eps, eps*(1+SPREAD)."""
    low, high = values[:4], values[8:12]
    return np.log(high / low) / np.log((1 + SPREAD) / (1 - SPREAD))


def make_mesh(h):
    count = int(round(np.log(R_MAX / R_MIN) / h))
    return R_MIN * np.exp(h * np.arange(count + 1))


def solve_ion(ion, h=0.002, polarizability=0.0):
    """Tune D to the affinity, then compute all channels at all energies."""
    r = make_mesh(h)
    affinity = ion["affinity"] / HARTREE
    tail = polarizability / (2 * (r * r + 4.0)**2)

    def potential(d):
        return -ion["Z"] * np.exp(-r / d) / r - tail

    def defect(d):
        return bound_state(r, h, potential(d), ion["l_b"], -affinity,
                           ion["match"])[0]

    d = brentq(defect, *ion["bracket"], xtol=1e-12)
    v = potential(d)
    u_b = bound_state(r, h, v, ion["l_b"], -affinity, ion["match"])[1]
    excess = ion["photon"] - ion["affinity"]
    eps_ev = np.concatenate([BASE_EV * (1 - SPREAD), BASE_EV,
                             BASE_EV * (1 + SPREAD), [excess]])
    eps = eps_ev / HARTREE
    k = np.sqrt(2 * eps)
    result = {"D": d, "u_b": u_b, "r": r, "h": h, "eps": eps,
              "rms": np.sqrt(np.sum(u_b**2 * r**3) * h),
              "full": {}, "law": {}, "length": None}
    for l in ion["channels"]:
        integral, a, b = continuum(r, h, v, l, np.append(0.0, eps), u_b)
        r2 = radial_square(k, l, integral[1:], a[1:], b[1:])
        result["full"][l] = CM2 * cross_section(
            affinity + eps, r2, ion["N"], ion["l_b"], l)
        r2_law = 2 / np.pi * k**(2 * l + 1) * (integral[0] / a[0])**2
        result["law"][l] = CM2 * cross_section(
            affinity, r2_law, ion["N"], ion["l_b"], l)
        if l == 0:
            result["length"] = -b[0] / a[0]
    result["total"] = sum(result["full"].values())
    result["exponent"] = local_exponent(result["total"])
    return result


def photon_ev(wavelength_nm):
    return const.h * const.c / (wavelength_nm * 1e-9) / const.e


H_ION = {"Z": 1, "l_b": 0, "N": 2, "affinity": 0.75, "channels": [1],
         "match": 2.0, "bracket": (0.3, 2.0), "photon": photon_ev(1064)}
F_ION = {"Z": 9, "l_b": 1, "N": 6, "affinity": 3.40, "channels": [0, 2],
         "match": 1.0, "bracket": (0.4, 0.7), "photon": photon_ev(355)}

# Angular sums of |<l'm'|cos(theta)|lm>|^2, including forbidden pairs.
for l_i in range(3):
    for l_f in range(4):
        total = sum(4 * np.pi / 3 * float(gaunt(l_f, 1, l_i, -m, 0, m))**2
                    for m in range(-l_i, l_i + 1))
        expected = max(l_i, l_f) / 3 if abs(l_i - l_f) == 1 else 0.0
        assert abs(total - expected) < 1e-12

# Zero-range s state with a free p wave: integral, closed form and sum rule.
gamma = np.sqrt(2 * H_ION["affinity"] / HARTREE)
for k_test in (0.1, 0.3, 0.8):
    direct = quad(lambda s: np.sqrt(2 * gamma) * np.exp(-gamma * s) * s
                  * k_test * s * spherical_jn(1, k_test * s),
                  0, 150, limit=500)[0]
    sigma_direct = cross_section((gamma**2 + k_test**2) / 2,
                                 2 / (np.pi * k_test) * direct**2, 1, 0, 1)
    closed = (32 * np.pi * ALPHA / 3 * gamma * k_test**3
              / (gamma**2 + k_test**2)**3)
    assert abs(sigma_direct / closed - 1) < 1e-6


def zero_range(k):
    return 32 * np.pi * ALPHA / 3 * gamma * k**3 / (gamma**2 + k**2)**3


sum_rule = quad(lambda k: zero_range(k) * k, 0, np.inf)[0]
sum_ratio = sum_rule / (2 * np.pi**2 * ALPHA)
assert abs(sum_ratio - 1) < 1e-7
peak = minimize_scalar(lambda k: -zero_range(k), bounds=(0.01, 1),
                       method="bounded", options={"xatol": 1e-9})
assert abs(peak.x / gamma - 1) < 1e-4

# Full finite-energy calculation against the zero-energy formula.
hyd, flu = solve_ion(H_ION), solve_ion(F_ION)
for res in (hyd, flu):
    for l, full in res["full"].items():
        deviation = full[4:8] / res["law"][l][4:8] - 1
        assert abs(deviation[1]) < 0.02
        assert abs(deviation[1]) < 0.2 * abs(deviation[2]) + 1e-6
assert abs(hyd["exponent"][0] - 1.5) < 0.005
assert abs(flu["exponent"][0] - 0.5) < 0.005
d_exponent = local_exponent(flu["full"][2])
assert abs(d_exponent[1] - 2.5) < 0.02

# Mesh convergence.
mesh_shift = []
for ion, fine in ((H_ION, hyd), (F_ION, flu)):
    coarse = solve_ion(ion, h=0.004)
    mesh_shift.append(np.max(np.abs(coarse["total"] / fine["total"] - 1)))
assert max(mesh_shift) < 1e-3

# Polarization tail: the leading exponent must survive.
hyd_pol = solve_ion(H_ION, polarizability=4.5)
flu_pol = solve_ion(F_ION, polarizability=3.7)
assert abs(hyd_pol["exponent"][0] - 1.5) < 0.01
assert abs(flu_pol["exponent"][0] - 0.5) < 0.01

# The well -1/cosh(r)^2 has an s-wave state exactly at zero energy.
well = -1 / np.cosh(flu["r"])**2
i_res, a_res, b_res = continuum(flu["r"], flu["h"], well, 0, flu["eps"],
                                flu["u_b"])
resonant = radial_square(np.sqrt(2 * flu["eps"]), 0, i_res, a_res, b_res)
resonant_exponent = local_exponent(resonant)[0]
assert abs(resonant_exponent + 0.5) < 0.02

# Coulomb tail: photoionization of the neutral hydrogen atom.
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = 20 * (nodes + 1), 20 * weights
coulomb = []
for k_c in (0.05, 0.1):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / k_c, k_c * s)))
                     for s in nodes])
    dipole = np.sum(weights * 2 * nodes**2 * np.exp(-nodes) * wave)
    coulomb.append(CM2 * cross_section(0.5 + k_c**2 / 2,
                                       2 / (np.pi * k_c) * dipole**2, 1, 0, 1))
coulomb_exponent = np.log(coulomb[1] / coulomb[0]) / np.log(4)
assert abs(coulomb_exponent) < 0.05


def fluorine_hf(basis):
    """Hartree-Fock 2p rms radius of F- and squared core overlap with F."""
    ion = gto.M(atom="F 0 0 0", charge=-1, spin=0, basis=basis, verbose=0)
    atom = gto.M(atom="F 0 0 0", charge=0, spin=1, basis=basis, verbose=0)
    mf_ion, mf_atom = scf.RHF(ion).run(), scf.UHF(atom).run()
    assert mf_ion.converged and mf_atom.converged
    occ = mf_ion.mo_coeff[:, :5]
    left = occ.T @ ion.intor("int1e_ovlp")
    up = left @ mf_atom.mo_coeff[0][:, mf_atom.mo_occ[0] > 0]
    down = left @ mf_atom.mo_coeff[1][:, mf_atom.mo_occ[1] > 0]
    overlap = np.linalg.det(up)**2 * sum(
        np.linalg.det(np.delete(down, q, axis=0))**2 for q in range(5))
    rms = np.sqrt(occ[:, 4] @ ion.intor("int1e_r2") @ occ[:, 4])
    return rms, overlap


rms_small, overlap_small = fluorine_hf("aug-cc-pvdz")
rms_hf, overlap_hf = fluorine_hf("aug-cc-pvtz")
assert abs(rms_hf - rms_small) < 0.05
assert abs(overlap_hf - overlap_small) < 0.02

# Sizes of the remaining neglected effects.
r_h = hyd["r"]
overlap_h = (np.sum(hyd["u_b"] * 2 * r_h * np.exp(-r_h) * r_h) * hyd["h"])**2
splitting = 0.050
fine_factor = 2 / 3 + np.sqrt(1 - splitting / 0.1) / 3
field = 1e5 / FIELD_AU
smearing = 1000 * HARTREE * (field**2 / 2)**(1 / 3)
fluence = 0.050

print(f"zero-range sum rule / exact value: {sum_ratio:.6f}")
print(f"zero-range H- peak, one electron: {-peak.fun * CM2:.3e} cm^2")
print(f"zero-range peak photon energy: "
      f"{HARTREE * (gamma**2 + peak.x**2) / 2:.3f} eV")
for name, ion, res, pol, l, shift in (
        ("H-", H_ION, hyd, hyd_pol, 1, mesh_shift[0]),
        ("F-", F_ION, flu, flu_pol, 0, mesh_shift[1])):
    coefficient = res["law"][l][5] / BASE_EV[1]**(l + 0.5)
    print(f"{name} affinity (input): {ion['affinity']:.2f} eV")
    print(f"{name} D: {res['D']:.4f} bohr; rms radius: {res['rms']:.3f} bohr")
    print(f"{name} C_l: {coefficient:.3e} cm^2/eV^{l + 0.5:.1f}")
    for q, energy in enumerate(BASE_EV):
        print(f"{name} {1000 * energy:5.1f} meV: sigma "
              f"{res['total'][4 + q]:.3e} cm^2, exponent "
              f"{res['exponent'][q]:.4f}, full/law "
              f"{res['total'][4 + q] / res['law'][l][4 + q]:.4f}")
    dose = fluence / (ion["photon"] * const.e)
    print(f"{name} laser photon: {ion['photon']:.4f} eV; excess: "
          f"{ion['photon'] - ion['affinity']:.4f} eV")
    print(f"{name} laser sigma: {res['total'][12]:.3e} cm^2; full/law: "
          f"{res['total'][12] / res['law'][l][12]:.4f}")
    print(f"{name} detached fraction at {1000 * fluence:.0f} mJ/cm^2: "
          f"{1 - np.exp(-res['total'][12] * dose):.4f}")
    print(f"{name} largest relative mesh shift: {shift:.1e}")
    print(f"{name} with polarization, exponent at 0.1, 100 meV: "
          f"{pol['exponent'][0]:.4f}, {pol['exponent'][3]:.4f}")
    print(f"{name} sigma with/without polarization at 1, 100 meV: "
          f"{pol['total'][5] / res['total'][5]:.3f}, "
          f"{pol['total'][7] / res['total'][7]:.3f}")
print(f"F- s-wave scattering length: {flu['length']:.3f} bohr")
print(f"F- d-wave exponent at 1 meV: {d_exponent[1]:.4f}")
print(f"F- d-wave share at 1, 100 meV: "
      f"{flu['full'][2][5] / flu['total'][5]:.2e}, "
      f"{flu['full'][2][7] / flu['total'][7]:.2e}")
print(f"zero-energy s state, exponent at 0.1 meV: {resonant_exponent:.4f}")
print(f"neutral H, sigma at k=0.05: {coulomb[0]:.3e} cm^2; "
      f"exponent: {coulomb_exponent:.4f}")
print(f"H- squared overlap of remaining orbital with H 1s: {overlap_h:.3f}")
print(f"F- HF/aug-cc-pVTZ 2p rms radius: {rms_hf:.3f} bohr; "
      f"basis shift: {rms_hf - rms_small:.4f} bohr")
print(f"F- HF squared core overlap: {overlap_hf:.4f}; "
      f"basis shift: {overlap_hf - overlap_small:.5f}")
print(f"F fine-structure splitting (rough input): {1000 * splitting:.0f} meV")
print(f"F- fine-structure factor on sigma at 100 meV: {fine_factor:.3f}")
print(f"threshold smearing in 1 kV/cm: {smearing:.3f} meV")
print("all tests passed")
```

Running it gives:

```
zero-range sum rule / exact value: 1.000000
zero-range H- peak, one electron: 1.553e-17 cm^2
zero-range peak photon energy: 1.500 eV
H- affinity (input): 0.75 eV
H- D: 1.1342 bohr; rms radius: 3.746 bohr
H- C_l: 6.236e-16 cm^2/eV^1.5
H-   0.1 meV: sigma 6.233e-22 cm^2, exponent 1.4996, full/law 0.9996
H-   1.0 meV: sigma 1.964e-20 cm^2, exponent 1.4961, full/law 0.9961
H-  10.0 meV: sigma 5.997e-19 cm^2, exponent 1.4613, full/law 0.9618
H- 100.0 meV: sigma 1.364e-17 cm^2, exponent 1.1536, full/law 0.6918
H- laser photon: 1.1653 eV; excess: 0.4153 eV
H- laser sigma: 4.553e-17 cm^2; full/law: 0.2729
H- detached fraction at 50 mJ/cm^2: 1.0000
H- largest relative mesh shift: 2.5e-05
H- with polarization, exponent at 0.1, 100 meV: 1.4996, 1.1537
H- sigma with/without polarization at 1, 100 meV: 1.051, 1.055
F- affinity (input): 3.40 eV
F- D: 0.5258 bohr; rms radius: 1.422 bohr
F- C_l: 7.654e-18 cm^2/eV^0.5
F-   0.1 meV: sigma 7.653e-20 cm^2, exponent 0.4999, full/law 0.9999
F-   1.0 meV: sigma 2.419e-19 cm^2, exponent 0.4994, full/law 0.9994
F-  10.0 meV: sigma 7.604e-19 cm^2, exponent 0.4936, full/law 0.9936
F- 100.0 meV: sigma 2.275e-18 cm^2, exponent 0.4412, full/law 0.9400
F- laser photon: 3.4925 eV; excess: 0.0925 eV
F- laser sigma: 2.198e-18 cm^2; full/law: 0.9442
F- detached fraction at 50 mJ/cm^2: 0.1783
F- largest relative mesh shift: 1.5e-06
F- with polarization, exponent at 0.1, 100 meV: 0.4998, 0.4137
F- sigma with/without polarization at 1, 100 meV: 1.324, 1.271
F- s-wave scattering length: 1.295 bohr
F- d-wave exponent at 1 meV: 2.4991
F- d-wave share at 1, 100 meV: 2.11e-07, 2.06e-03
zero-energy s state, exponent at 0.1 meV: -0.5001
neutral H, sigma at k=0.05: 6.262e-18 cm^2; exponent: -0.0143
H- squared overlap of remaining orbital with H 1s: 0.759
F- HF/aug-cc-pVTZ 2p rms radius: 1.487 bohr; basis shift: -0.0018 bohr
F- HF squared core overlap: 0.9123; basis shift: -0.00122
F fine-structure splitting (rough input): 50 meV
F- fine-structure factor on sigma at 100 meV: 0.902
threshold smearing in 1 kV/cm: 0.725 meV
all tests passed
```
